# Axial charge, magnetic helicity and the chiral plasma instability

## Problem

A plasma contains one species of massless Dirac fermion with charge $e>0$. Use natural units, $\hbar=c=k_B=1$, with Heaviside–Lorentz fields, so that $e^2=4\pi\alpha$. Let $n_R$ and $n_L$ be the net number densities (particles minus antiparticles) of the right- and left-handed species, and $\mu_R,\mu_L$ their chemical potentials. Define
$$n_5=n_R-n_L,\qquad \mu_5=\tfrac12(\mu_R-\mu_L).$$
The electromagnetic field is classical. It is either periodic with no net magnetic flux or falls off fast enough at infinity for surface terms to vanish.

(a) From the Landau levels in parallel fields, find the rate at which $n_5$ is produced, and extend it to general slowly varying fields.

(b) Find the multiple of the magnetic helicity $\int \mathbf A\cdot\mathbf B\,d^3x$ that must be added to the axial charge $\int n_5\,d^3x$ to give a conserved quantity.

(c) Find the electric current along $\mathbf B$ caused by $\mu_5$.

(d) The plasma is at rest, with conductivity $\sigma$ and uniform $\mu_5>0$. Determine which magnetic modes grow, and explain the limiting wavenumber by an energy argument.

(e) Follow one growing mode until it saturates. Take $T=100$ MeV, $\mu_R+\mu_L=0$, initial $\mu_5=0.1$ MeV, $\sigma=10^4$ MeV and a seed amplitude of $10^{-3}\ \mathrm{MeV}^2$. The mode has half the limiting wavenumber of (d), which is also the smallest nonzero wavenumber of the periodic box. These are model parameters.

## Solution

### (a) Production of axial charge

A massless Dirac fermion splits into two species with Hamiltonians $H_R=\boldsymbol\sigma\cdot\boldsymbol\pi$ and $H_L=-\boldsymbol\sigma\cdot\boldsymbol\pi$, where $\boldsymbol\pi=\mathbf p-e\mathbf A$. Put $\mathbf B$ along $+z$. Then $[\pi_x,\pi_y]=ieB$, and the transverse part $D=\sigma_x\pi_x+\sigma_y\pi_y$ obeys
$$D^2=\pi_x^2+\pi_y^2+i\sigma_z[\pi_x,\pi_y]=\pi_x^2+\pi_y^2-eB\sigma_z .$$
The commutator makes $\pi_x^2+\pi_y^2$ an oscillator with eigenvalues $(2n+1)eB$, $n=0,1,\dots$ Thus $D^2=0$ requires $n=0$ and $\sigma_z=+1$. On these states $H_R=D+\sigma_zp_z$ reduces to $p_z$, so
$$\varepsilon_R=+p_z,\qquad \varepsilon_L=-p_z .$$
For all other states $D^2=2NeB$ with $N\ge1$. Since $D$ anticommutes with $\sigma_z$, $H^2=D^2+p_z^2$ and $\varepsilon=\pm\sqrt{2NeB+p_z^2}$, which is even in $p_z$.

To count the states, take $A_y=Bx$. The orbits are centred at $x=p_y/(eB)$, with $p_y$ spaced by $2\pi/L_y$. A width $L_x$ therefore holds $eBL_xL_y/2\pi$ orbits. Including the motion along $z$, the density of states per volume and per unit $p_z$ is
$$\frac{eB}{2\pi}\,\frac1{2\pi}=\frac{eB}{4\pi^2}.$$

Now apply a weak field $E$ along $z$. Every kinetic momentum increases as $\dot p_z=eE$, so an occupation $f(p_z)$ is carried along: $\partial_tf=-eE\,\partial_{p_z}f$. Densities are counted relative to the filled negative-energy sea, which is a fixed subtraction. For the lowest right-handed level,
$$\dot n_R=\frac{eB}{4\pi^2}\int dp_z\,\partial_tf=-\frac{e^2EB}{4\pi^2}\big[f(\infty)-f(-\infty)\big]=\frac{e^2EB}{4\pi^2},$$
because states of large negative energy are full and those of large positive energy are empty. For the left-handed level the full end is at $p_z\to+\infty$, so $\dot n_L=-e^2EB/4\pi^2$. In each higher level both ends have the same occupation and the contribution vanishes. Electric charge is conserved, since $\dot n_R+\dot n_L=0$, while
$$\dot n_5=\frac{e^2}{2\pi^2}EB=\frac{2\alpha}{\pi}EB .$$

For general fields, note that the classical equations conserve axial charge. The violation comes from the bottomless sea, that is, from short distances. It must therefore be a local, gauge-invariant pseudoscalar. Its dimension is four, because terms of higher dimension are suppressed by the cutoff. Terms linear in the field strength, with two derivatives, vanish by antisymmetry. Of the two quadratic invariants, $\mathbf B^2-\mathbf E^2$ is a true scalar, which leaves $\mathbf E\cdot\mathbf B$. The uniform case fixes its coefficient:
$$\partial_tn_5+\nabla\cdot\mathbf j_5=\frac{2\alpha}{\pi}\,\mathbf E\cdot\mathbf B. \tag{1}$$
A fermion mass would add a term that flips chirality, and the conservation law below would then fail.

### (b) The conserved quantity

Write $\mathbf E=-\nabla\phi-\partial_t\mathbf A$ and $\mathbf B=\nabla\times\mathbf A$. Because $\nabla\cdot\mathbf B=0$,
$$(\partial_t\mathbf A)\cdot\mathbf B=-\mathbf E\cdot\mathbf B-\nabla\phi\cdot\mathbf B=-\mathbf E\cdot\mathbf B-\nabla\cdot(\phi\mathbf B).$$
For the other half of the derivative use Faraday's law, $\partial_t\mathbf B=-\nabla\times\mathbf E$, and the identity $\nabla\cdot(\mathbf E\times\mathbf A)=\mathbf A\cdot\nabla\times\mathbf E-\mathbf E\cdot\nabla\times\mathbf A$:
$$\mathbf A\cdot\partial_t\mathbf B=-\mathbf A\cdot\nabla\times\mathbf E=-\mathbf E\cdot\mathbf B-\nabla\cdot(\mathbf E\times\mathbf A).$$
The sum is
$$\partial_t(\mathbf A\cdot\mathbf B)=-2\,\mathbf E\cdot\mathbf B-\nabla\cdot(\phi\mathbf B+\mathbf E\times\mathbf A). \tag{2}$$
Multiplying (2) by $\alpha/\pi$ and adding it to (1) cancels $\mathbf E\cdot\mathbf B$:
$$\partial_t\Big(n_5+\frac{\alpha}{\pi}\mathbf A\cdot\mathbf B\Big)+\nabla\cdot\Big[\mathbf j_5+\frac{\alpha}{\pi}(\phi\mathbf B+\mathbf E\times\mathbf A)\Big]=0 .$$
Integrating over space removes the divergence, so
$$Q=\int d^3x\Big(n_5+\frac{\alpha}{\pi}\,\mathbf A\cdot\mathbf B\Big)=\text{constant}. \tag{3}$$

The helicity density depends on the gauge, but its integral does not. Under $\mathbf A\to\mathbf A+\nabla\Lambda$ it changes by $\nabla\Lambda\cdot\mathbf B=\nabla\cdot(\Lambda\mathbf B)$, a surface term. If $\nabla\Lambda$ contains a constant vector, as a periodic box permits, the change is that vector times $\int\mathbf B\,d^3x$, which is zero without net flux. The flux condition is also needed for (3) itself: with a net flux $\mathbf A$ cannot be periodic, and the surface terms need not cancel. Equation (3) makes no use of a conductivity or of thermal equilibrium.

### (c) Current along the magnetic field

Return to the Landau levels, now with thermal occupation $f=[e^{(\varepsilon-\mu)/T}+1]^{-1}$. Each state carries current $e\,\partial\varepsilon/\partial p_z$. In a higher level the integrand $(\partial\varepsilon/\partial p_z)f(\varepsilon)$ is odd in $p_z$, because $\varepsilon$ is even, and the integral is zero. In the lowest right-handed level the velocity is $+1$, and the occupation relative to the filled sea gives
$$\int_0^\infty f\,dp-\int_{-\infty}^0(1-f)\,dp=T\ln(1+e^{\mu_R/T})-T\ln(1+e^{-\mu_R/T})=\mu_R .$$
The left-handed level gives $\mu_L$ with velocity $-1$. Therefore
$$\mathbf J=e\,\frac{e\mathbf B}{4\pi^2}(\mu_R-\mu_L)=\frac{e^2\mu_5}{2\pi^2}\mathbf B=\frac{2\alpha}{\pi}\mu_5\mathbf B, \tag{4}$$
with no dependence on temperature.

Energy provides a second derivation. Turning one left-handed fermion into a right-handed one costs free energy $\mu_R-\mu_L=2\mu_5$ and raises the axial charge by 2. Production at the rate (1) thus costs $\mu_5\dot n_5=\mu_5(2\alpha/\pi)\mathbf E\cdot\mathbf B$ per volume, which is the power $\mathbf J\cdot\mathbf E$ supplied through (4).

### (d) Which modes grow

Assume that the fields vary slowly enough for a local current law, and define
$$\mathbf J=\sigma\mathbf E+k_5\mathbf B,\qquad k_5\equiv\frac{2\alpha\mu_5}{\pi}.$$
For small fields $\mu_5$ may be held fixed, because its source in (1) is quadratic. A part of $\mathbf j_5$ linear in $\mathbf E$ or $\mathbf B$ has no divergence for the transverse modes considered here.

A divergence-free field can be expanded in helical modes, $\nabla\times\mathbf B=\lambda k\mathbf B$ with $k>0$. Taking the curl twice must give $k^2\mathbf B$, so $\lambda=\pm1$. With time dependence $e^{st}$, the laws of Faraday and Ampère read
$$s\mathbf B=-\lambda k\mathbf E,\qquad \lambda k\mathbf B=(\sigma+s)\mathbf E+k_5\mathbf B .$$
The first gives $\mathbf E=-\lambda s\mathbf B/k$, since $1/\lambda=\lambda$. Inserting this in the second gives $\lambda k-k_5=-\lambda s(s+\sigma)/k$, and multiplication by $-\lambda k$ leads to
$$s(s+\sigma)=q,\qquad q=k(\lambda k_5-k). \tag{5}$$
The two roots have sum $-\sigma$ and product $-q$. If $q>0$, one root is positive:
$$s=\frac{2q}{\sigma+\sqrt{\sigma^2+4q}} .$$
If $q<0$ and $\sigma>0$, both roots have negative real part. Growth therefore requires $\lambda=+1$ and
$$0<k<k_5=\frac{2\alpha\mu_5}{\pi}.$$
Reversing the sign of $\mu_5$ selects the opposite helicity. The threshold does not depend on $\sigma$, but the rate does:

- For $\sigma\gg k_5$, growing modes have $s\simeq k(k_5-k)/\sigma$. This is slow growth against magnetic diffusion.
- For $\sigma\to0$, $s\to\sqrt{k(k_5-k)}$. Modes with $q<0$ then oscillate instead of decaying. This is a formal limit of (5). In a hot plasma $\sigma\simeq\omega_p^2\tau$, with $\omega_p^2=e^2T^2/9$ and collision time $\tau$. For the temperature and $\mu_5$ of (e), $\sigma\lesssim k_5$ would need $\tau\lesssim5\times10^{-4}/T$, whereas a kinetic plasma has $\tau\gg1/T$.

The positive root increases with $q$, so for any $\sigma$ the fastest mode has $k=k_5/2$.

The energy argument is as follows. A positive-helicity mode has $\mathbf A=\mathbf B/k$ in the gauge $\nabla\cdot\mathbf A=0$, and its mean helicity density is $h=\langle B^2\rangle/k$. Its magnetic energy density is $\langle B^2\rangle/2=kh/2$. By (3), creating $h$ lowers $n_5$ by $\alpha h/\pi$ and releases fermion free energy $\mu_5\alpha h/\pi=k_5h/2$. The net cost is
$$\tfrac12(k-k_5)\,h,$$
which is negative for $k<k_5$. Long waves store helicity cheaply. Above $k_5$ the field costs more than the fermions can pay.

### (e) Saturation

**Equation of motion.** Take $\mathbf B=b(t)(\sin kz,\cos kz,0)$, for which $\nabla\times\mathbf B=k\mathbf B$, and $\mathbf E=\epsilon(t)(\sin kz,\cos kz,0)$. Then $\mathbf E\cdot\mathbf B=\epsilon b$ is uniform, so a uniform $n_5$ stays uniform. The current is parallel to $\mathbf B$, so $\mathbf J\times\mathbf B=0$ and the plasma stays at rest. The single mode thus remains a solution of the model at finite amplitude.

The relation between $n_5$ and $\mu_5$ follows from the thermal density of one species. For $\mu\ll T$, with $f_0(p)=(e^{p/T}+1)^{-1}$,
$$n(\mu)\simeq2\mu\int_0^\infty\frac{p^2}{2\pi^2}\Big(-\frac{df_0}{dp}\Big)dp=\frac{2\mu}{\pi^2}\int_0^\infty p f_0\,dp=\frac{2\mu}{\pi^2}\,\frac{\pi^2T^2}{12}=\frac{\mu T^2}{6}.$$
Here $\mu_R=\mu_5$ and $\mu_L=-\mu_5$, so $n_5=\chi\mu_5$ with $\chi=T^2/3$.

Let the subscript 0 mark initial values. Conservation of $Q$ gives $\chi\mu_5+\alpha b^2/(\pi k)=\chi\mu_{5,0}+\alpha b_0^2/(\pi k)$, or
$$k_5=k_{5,0}-c\,(b^2-b_0^2),\qquad c=\frac{2\alpha^2}{\pi^2\chi k}.$$
For $\sigma^2\gg k\,k_{5,0}$, which makes the growth rate in (5) much smaller than $\sigma$, the displacement current is negligible. Ampère's law gives $\epsilon=(k-k_5)b/\sigma$, and Faraday's law gives $\dot b=-k\epsilon=k(k_5-k)b/\sigma$. Hence
$$\frac{d}{dt}b^2=\frac{2kc}{\sigma}\,b^2\,(b_\infty^2-b^2),\qquad b_\infty^2=b_0^2+\frac{k_{5,0}-k}{c}.$$
It follows that $\ln[b^2/(b_\infty^2-b^2)]$ grows at the constant rate $\Gamma=2kcb_\infty^2/\sigma$, and
$$b^2(t)=\frac{b_\infty^2}{1+(b_\infty^2/b_0^2-1)e^{-\Gamma t}} .$$
Growth stops when $k_5$ has fallen to $k$. For a weak seed $\Gamma\simeq2\gamma$, where $\gamma=k(k_{5,0}-k)/\sigma$ is the initial growth rate.

**Numbers.** The threshold is
$$k_{5,0}=\frac{2(0.0072974)(0.1\ \mathrm{MeV})}{\pi}=4.646\times10^{-4}\ \mathrm{MeV},$$
so $k=2.323\times10^{-4}$ MeV, and the box length $2\pi/k$ is $5.34\times10^6$ fm. The growth rate is $\gamma=k^2/\sigma=5.40\times10^{-12}$ MeV, a growth time of $1.22\times10^{-10}$ s. At $k=1.25\,k_{5,0}$ the rate is $-6.74\times10^{-12}$ MeV. The negative-helicity mode at $k_{5,0}/2$ has $q=-3k^2$ and decays at $3\gamma$.

Since $k=\alpha\mu_{5,0}/\pi$ here, the final field simplifies to
$$b_\infty^2\simeq\frac{\pi^2\chi k^2}{2\alpha^2}=\frac{\chi\mu_{5,0}^2}{2}=\frac{(3333.3)(0.01)}{2}\ \mathrm{MeV}^4=16.67\ \mathrm{MeV}^4 .$$
Thus $b_\infty=4.08\ \mathrm{MeV}^2$, or $2.09\times10^{10}$ T. Half of $b_\infty^2$ is reached at $\gamma t\simeq\tfrac12\ln(16.67/10^{-6})=8.31$, which is $1.01\times10^{-9}$ s. The seed enters this time logarithmically.

Axial charge is transferred late. At $\gamma t=4$ the helicity term $\alpha h/\pi$ is $0.03\ \mathrm{MeV}^3$ out of a total of $333.33\ \mathrm{MeV}^3$. At $\gamma t=9$ it is $132.93\ \mathrm{MeV}^3$, with $n_5=200.41\ \mathrm{MeV}^3$. In the final state $\mu_5=0.05$ MeV, and each term holds $166.67\ \mathrm{MeV}^3$. The numerical output lists further times.

**Energy.** The fermion free energy density is $\chi\mu_5^2/2$, apart from a constant. It falls by $\tfrac12(3333.3)(0.0100-0.0025)=12.50\ \mathrm{MeV}^4$. The field gains $b_\infty^2/2=8.33\ \mathrm{MeV}^4$, and the remaining $4.17\ \mathrm{MeV}^4$ becomes Joule heat. For a general ratio $r=k/k_{5,0}$ and a weak seed, the release is $\tfrac12\chi\mu_{5,0}^2(1-r^2)$ and the field energy is $\chi\mu_{5,0}^2\,r(1-r)$. The fraction stored in the field is therefore $2r/(1+r)$, which is $2/3$ at $r=1/2$. The heat is the difference, $\tfrac12\chi\mu_{5,0}^2(1-r)^2$. Near threshold it vanishes faster than the release, so the stored fraction tends to one. For very long waves the fraction tends to zero.

**Limits of the model.** The final state lasts because this box has no smaller nonzero wavenumber, so no mode with $k<k_5$ is left to grow. In a larger box, modes with $k<k_5$ would still grow at the remaining $\mu_5$ as described by (5), if the plasma were held at rest and fast diffusion of axial charge kept $\mu_5$ uniform. Otherwise (5) does not apply to them. The product $\mathbf E\cdot\mathbf B$ of a new mode with the saturated field varies in space and makes $\mu_5$ non-uniform, and the force $\mathbf J\times\mathbf B$ no longer vanishes. For a new mode with wave vector along $z$ this force is a pure gradient, which pressure balances. For a mode along $x$, for example, it has a curl and sets the plasma in motion. In this box other modes below the initial threshold can also grow if seeded, and the solution above leaves them out. Chirality flips must be negligible over the whole time to saturation, which is several times $1/\gamma$, and the final state lasts only while they remain so. If flips damp $n_5$ at the rate $0.1\gamma$, for example, $\mu_5$ would fall to half its initial value at $\gamma t\simeq\ln2/0.1=6.9$, and growth would stop while the field was still weak. The wavelength must also be long enough for the local current law. Both conditions are assumptions of the model. The second is plausible: $\sigma\simeq\omega_p^2\tau$ gives $\tau\approx98\ \mathrm{MeV}^{-1}$ and $k\tau\approx0.02$. The first fails for electrons. Even a low estimate of their flip rate at this temperature, $\alpha^2m_e^2/(9T)$, is about $3\times10^3\,\gamma$, so the numbers above do not describe an electron–positron plasma. The use of the field-free $\chi$ is consistent with $eb_\infty/T^2=1.2\times10^{-4}$.

## Computed results

```
fine-structure constant alpha = 0.007297353
temperature T = 100.0 MeV
initial mu5 = 0.100 MeV
conductivity sigma = 10000.0 MeV
seed amplitude b0 = 1.0e-03 MeV^2
susceptibility chi = 3333.333 MeV^2
initial n5 = 333.3333 MeV^3
threshold k5 = 4.64564e-04 MeV
chosen k = k5/2 = 2.32282e-04 MeV
box length 2 pi/k = 2.70498e+04 1/MeV
box length 2 pi/k = 5.3377e+06 fm
rate, k/k5=0.25, helicity +1: 4.0466e-12 MeV
rate, k/k5=0.50, helicity +1: 5.3955e-12 MeV
rate, k/k5=0.75, helicity +1: 4.0466e-12 MeV
rate, k/k5=1.00, helicity +1: 0.0000e+00 MeV
rate, k/k5=1.25, helicity +1: -6.7444e-12 MeV
rate, k/k5=0.50, helicity -1: -1.6186e-11 MeV
growth time 1/gamma = 1.8534e+11 1/MeV
growth time 1/gamma = 1.2199e-10 s
gamma*t | b MeV^2 | mu5 MeV | n5 | alpha h/pi | sum (MeV^3)
 0.0 | 0.00100 | 0.100000 | 333.3333 | 0.0000 | 333.3333
 4.0 | 0.05459 | 0.099991 | 333.3035 | 0.0298 | 333.3333
 8.0 | 2.40747 | 0.082612 | 275.3741 | 57.9592 | 333.3333
 9.0 | 3.64590 | 0.060122 | 200.4076 | 132.9258 | 333.3333
12.0 | 4.08120 | 0.050031 | 166.7715 | 166.5619 | 333.3333
gamma*t when b^2 is half its final value = 8.314
that time = 1.0143e-09 s
final amplitude b = 4.08248 MeV^2
final amplitude b = 2.0898e+10 T
final e*b/T^2 = 1.236e-04 (no unit)
final mu5 = 0.050000 MeV
final n5 = 166.6667 MeV^3
final alpha h/pi = 166.6667 MeV^3
fermion free energy released = 12.50000 MeV^4
magnetic energy gained = 8.33333 MeV^4
Joule heat = 4.16667 MeV^4
fraction into field = 0.66667 (no unit)
```
